# Why a one-layer shift of a silicon interface reverses Dresselhaus coupling: a test that failed at first

The program, its output, the diagnosis and the repair follow.

```python
# Claim under test: moving an ideal (001) Si interface by one atomic layer (a/4)
# at the same field F turns (alpha, beta) into (alpha, -beta), where
#   h(k) = alpha (kx sy - ky sx) + beta (kx sx - ky sy),  x=[100], y=[010],
# alpha = Rashba, beta = Dresselhaus coefficient, sx, sy = Pauli matrices.
# Model: nearest-neighbour sp3d5s* tight binding with spin-orbit coupling.
# Energies in eV, lengths in nm. Layer n sits at z = n a/4; the interface is on top.
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import splu
from scipy.optimize import minimize_scalar
from scipy import constants as const

A = 0.5431                       # cubic lattice constant, nm
LAYER = A / 4
E_S, E_P, E_D, E_X = -2.15168, 4.22925, 13.78950, 19.11650   # X means s*
LAMBDA = 0.01989                 # spin-orbit strength in LAMBDA * L.sigma
SS, XX, SX = -1.95933, -4.24135, -1.52230
SP, XP, SD, XD = 3.02562, 3.15565, -2.28485, -0.80993
PPS, PPP, PDS, PDP = 4.10364, -1.51801, -1.35554, 2.38479
DDS, DDP, DDD = -1.68136, 2.58880, -1.81400
HB2M = const.hbar**2 / (2 * const.m_e) / const.e * 1e18      # eV nm^2

PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
I2 = np.eye(2)
UP = [np.array([[1, 1, 1], [-1, -1, 1]]), np.array([[1, -1, 1], [-1, 1, 1]])]
DIR_U = np.array([1, 1]) / np.sqrt(2)      # [110]
DIR_V = np.array([1, -1]) / np.sqrt(2)     # [1-10]

# d orbitals as normalized traceless symmetric tensors: xy, yz, zx, x2-y2, z2
DT = np.zeros((5, 3, 3))
for m, (i, j) in enumerate([(0, 1), (1, 2), (2, 0)]):
    DT[m, i, j] = DT[m, j, i] = 1 / np.sqrt(2)
DT[3] = np.diag([1, -1, 0]) / np.sqrt(2)
DT[4] = np.diag([-1, -1, 2]) / np.sqrt(6)


def hop(bond):
    """Two-centre matrix <atom 1|H|atom 2>, bond pointing from 1 to 2."""
    n = bond / np.sqrt(3)
    dn = DT @ n                              # (5,3)
    ndn = dn @ n
    sig = np.sqrt(1.5) * ndn
    M = np.zeros((10, 10))
    M[0, 0], M[9, 9] = SS, XX
    M[0, 9] = M[9, 0] = SX
    for row, vp, vd in ((0, SP, SD), (9, XP, XD)):
        M[row, 1:4], M[1:4, row] = n * vp, -n * vp
        M[row, 4:9] = M[4:9, row] = sig * vd
    nn = np.outer(n, n)
    M[1:4, 1:4] = nn * PPS + (np.eye(3) - nn) * PPP
    pd = np.outer(n, sig) * PDS + np.sqrt(2) * (dn.T - np.outer(n, ndn)) * PDP
    M[1:4, 4:9], M[4:9, 1:4] = pd, -pd.T
    s2 = np.outer(sig, sig)
    p2 = 2 * (dn @ dn.T - np.outer(ndn, ndn))
    M[4:9, 4:9] = s2 * DDS + p2 * DDP + (np.eye(5) - s2 - p2) * DDD
    return M


ORB = np.diag([E_S] + [E_P] * 3 + [E_D] * 5 + [E_X])
ONSITE = np.kron(ORB, I2).astype(complex)
EPS = np.zeros((3, 3, 3))
for i, j, k in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    EPS[i, j, k], EPS[i, k, j] = 1, -1
for c in range(3):
    L = np.zeros((10, 10), complex)
    L[1:4, 1:4] = -1j * EPS[c]
    ONSITE += LAMBDA * np.kron(L, PAULI[c])


def bulk(k, spin=True):
    bonds = np.vstack([UP[0], -UP[1]])
    off = sum(hop(b) * np.exp(1j * LAYER * (b @ k)) for b in bonds)
    on = ORB
    if spin:
        off, on = np.kron(off, I2), ONSITE
    return np.block([[on, off], [off.conj().T, on]])


def slab(N, k, F=0.0, first=0, shift=30.0, deriv=None):
    """Slab Hamiltonian, or its derivative along the in-plane unit vector deriv.
    F in V/nm, shift = energy added to dangling hybrids, first = bottom sublattice."""
    sub = (np.arange(N) + first) % 2
    upper = sp.csr_matrix((20 * N, 20 * N), dtype=complex)
    for s in (0, 1):
        C = np.zeros((10, 10), complex)
        for b in UP[s]:
            d = b[:2] * LAYER
            w = 1.0 if deriv is None else 1j * (d @ deriv)
            C += w * hop(b) * np.exp(1j * (d @ k))
        mask = sp.diags((sub[:-1] == s).astype(float), 1, shape=(N, N))
        upper = upper + sp.kron(mask, np.kron(C, I2), format="csr")
    H = upper + upper.conj().T
    if deriv is not None:
        return H.tocsr()
    H = H + sp.kron(sp.eye(N), ONSITE)
    H = H + sp.kron(sp.diags(-F * LAYER * np.arange(N)), sp.eye(20))
    for site, dangling in ((N - 1, UP[sub[-1]]), (0, -UP[1 - sub[0]])):
        P = np.zeros((10, 10))
        for b in dangling:
            h = np.zeros(10)
            h[0], h[1:4] = 0.5, 0.5 * b
            P += shift * np.outer(h, h)
        pick = sp.csr_matrix(([1.0], ([site], [site])), shape=(N, N))
        H = H + sp.kron(pick, np.kron(P, I2))
    return H.tocsc()


def lowest_four(H, sigma):
    """Lowest conduction states above sigma by block inverse iteration."""
    n = H.shape[0]
    lu = splu((H - sigma * sp.eye(n)).tocsc(), permc_spec="NATURAL")
    rng = np.random.default_rng(1)
    X = rng.normal(size=(n, 16)) + 1j * rng.normal(size=(n, 16))
    for _ in range(22):
        X = np.linalg.qr(lu.solve(X))[0]
    h = X.conj().T @ (H @ X)
    w, c = np.linalg.eigh((h + h.conj().T) / 2)
    assert w[0] > sigma
    v = X @ c[:, :4]
    assert np.abs(H @ v - v * w[:4]).max() < 1e-7
    return w[:4], v


def coefficients(v, Du, Dv):
    """alpha, beta and the largest term of any other form, in ueV nm."""
    n = v.shape[0] // 2

    def spin(direction):
        m = sum(direction[i] * PAULI[i] for i in range(2))
        s = v.conj().T @ (sp.kron(sp.eye(n), m, format="csr") @ v)
        s = s - np.trace(s) / 2 * I2
        return s * np.sqrt(2 / np.trace(s @ s).real)
    su, sv = spin(DIR_U), spin(DIR_V)
    gu, gv = v.conj().T @ (Du @ v), v.conj().T @ (Dv @ v)
    minus = np.trace(gu @ sv).real / 2        # beta - alpha
    plus = np.trace(gv @ su).real / 2         # beta + alpha
    rest = max(np.abs(gu - minus * sv).max(), np.abs(gv - plus * su).max())
    return np.array([(plus - minus) / 2, (plus + minus) / 2, rest]) * 1e6


# ---- bulk band structure
axis = np.array([0, 0, 1.0])
band = lambda k: np.linalg.eigvalsh(bulk(k))
fit = minimize_scalar(lambda q: band(q * 2 * np.pi / A * axis)[8],
                      bounds=(0.7, 0.95), method="bounded", options={"xatol": 1e-7})
K0, EC = fit.x * 2 * np.pi / A, fit.fun
gamma = band(0 * axis)
gap, split_off = EC - gamma[7], gamma[7] - gamma[2 - 1]
dk = 0.05


def mass(direction):
    e = [band(K0 * axis + s * dk * direction)[8] for s in (-1, 0, 1)]
    return 2 * HB2M * dk**2 / (e[0] - 2 * e[1] + e[2])


m_l, m_t = mass(axis), mass(np.array([1.0, 0, 0]))
assert 1.0 < gap < 1.25 and 0.78 < fit.x < 0.88 and 0.035 < split_off < 0.055
assert 0.8 < m_l < 1.0 and 0.16 < m_t < 0.24


def analyse(N, F, shift=30.0):
    H = slab(N, np.zeros(2), F, shift=shift)
    w, v = lowest_four(H, EC - F * LAYER * (N - 1))
    assert abs(w[1] - w[0]) < 1e-9 and abs(w[3] - w[2]) < 1e-9
    Du = slab(N, np.zeros(2), deriv=DIR_U)
    Dv = slab(N, np.zeros(2), deriv=DIR_V)
    moved = np.zeros_like(v)
    moved[40:] = v[:-40]                      # translation by two layers
    t = v.conj().T @ moved
    val, c = np.linalg.eigh((t - t.conj().T) / 2j)
    assert val[1] < -0.2 and val[2] > 0.2     # two well separated valleys
    one = coefficients(v @ c[:, :2], Du, Dv)
    two = coefficients(v @ c[:, 2:], Du, Dv)
    assert np.allclose(one[:2], two[:2], atol=1e-3)   # both valleys alike
    assert max(one[2], two[2]) < 1e-2                # no other linear terms
    dens = (np.abs(v[:, :2])**2).sum(axis=1).reshape(N, 20).sum(axis=1) / 2
    return dict(E=w, v=v, intra=(one[:2] + two[:2]) / 2, split=w[2] - w[0],
                low=coefficients(v[:, :2], Du, Dv)[:2] if w[2] - w[0] > 1e-6 else None,
                high=coefficients(v[:, 2:], Du, Dv)[:2] if w[2] - w[0] > 1e-6 else None,
                depth=dens @ (N - 1 - np.arange(N)) * LAYER)


# ---- rotation of the two invariants by 90 degrees
def h2(k, al, be):
    return (al * (k[0] * PAULI[1] - k[1] * PAULI[0])
            + be * (k[0] * PAULI[0] - k[1] * PAULI[1]))


U = np.diag(np.exp([-0.25j * np.pi, 0.25j * np.pi]))
kt = np.array([0.7, 0.3])
assert np.allclose(U @ h2([kt[1], -kt[0]], 1.3, 0.4) @ U.conj().T, h2(kt, 1.3, -0.4))

# ---- whole spectrum: next layer position equals the crystal turned by 90 degrees
spec = lambda first, k: np.linalg.eigvalsh(slab(8, k, 0.02, first).toarray())
turned = np.abs(spec(0, kt) - spec(1, np.array([-kt[1], kt[0]]))).max()
unturned = np.abs(spec(0, kt) - spec(1, kt)).max()
assert turned < 1e-9 and unturned > 1e-4

# ---- main example: interface at three successive layers of one crystal
N0, F0 = 96, 0.02                            # 0.02 V/nm = 0.2 MV/cm
a0, a1, a2 = (analyse(N0 + j, F0) for j in range(3))
tol = 1e-3                                   # ueV nm, set by the eigenvector accuracy
assert min(np.abs(a0["intra"])) > 100 * tol
for key in ("intra", "low", "high"):
    assert np.allclose(a1[key], a0[key] * [1, -1], atol=tol, rtol=1e-5)
    assert np.allclose(a2[key], a0[key], atol=tol, rtol=1e-5)
assert np.allclose(a1["E"] - a0["E"], -F0 * LAYER, atol=1e-9)

# ---- splittings at finite k from eigenvalues alone
k_small, k_dot = 0.01, 0.1                   # 1/nm


def splitting(N, direction, k):
    w, _ = lowest_four(slab(N, k * direction, F0), EC - F0 * LAYER * (N - 1))
    return (w[1] - w[0]) * 1e6


measured = np.array([[splitting(N, d, k_small) for d in (DIR_U, DIR_V)]
                     for N in (N0, N0 + 1)])
al, be = a0["low"]
linear = 2 * k_small * np.abs([al - be, al + be])
assert np.allclose(measured[0], linear, atol=0.01 * linear.max())
assert np.allclose(measured[1], measured[0][::-1], atol=1e-5)
dot_split = splitting(N0, DIR_U, k_dot)
dot_linear = 2 * k_dot * abs(al - be)

# ---- valley phase from bulk Bloch states held fixed in the crystal
u = np.linalg.eigh(bulk(K0 * axis, spin=False))[1][:, 4].reshape(2, 10)


def valley_overlap(result):
    psi = result["v"][:, :2]
    N = psi.shape[0] // 20
    n = np.arange(N)
    bloch = np.exp(1j * K0 * LAYER * n)[:, None] * u[n % 2]
    psi = psi.reshape(N, 10, 2, 2)
    plus = np.einsum("no,nosj->sj", bloch.conj(), psi)
    minus = np.einsum("no,nosj->sj", bloch, psi)
    return np.sum(plus * minus.conj())


ratio = valley_overlap(a1) / valley_overlap(a0)
expected = np.exp(-1j * K0 * A / 2)
assert abs(ratio - expected) < 1e-5

# ---- field-free slabs with two walls
even, odd = analyse(32, 0.0), analyse(33, 0.0)
assert np.abs(even["intra"]).max() < tol
assert abs(odd["intra"][0]) < tol and abs(odd["intra"][1]) > 100 * tol

# ---- other fields and another termination strength
others = {}
for name, F, sh in (("F=0.1 MV/cm", 0.01, 30.0), ("F=0.3 MV/cm", 0.03, 30.0),
                    ("F=0.2 MV/cm, hybrid shift 10 eV", F0, 10.0)):
    p, q = analyse(N0, F, sh), analyse(N0 + 1, F, sh)
    assert np.allclose(q["intra"], p["intra"] * [1, -1], atol=1e-2, rtol=1e-4)
    others[name] = p["intra"]
weak, strong = others["F=0.1 MV/cm"][0], others["F=0.3 MV/cm"][0]
assert abs(strong - weak) > 0.1 * abs(a0["intra"][0])   # alpha depends on F

# ---- size of neglected effects (rough oxide data)
eps_si, eps_ox, barrier, m_ox, t_ox, T = 11.7, 3.9, 3.1, 0.4, 10.0, 0.1
coul = const.e / (4 * np.pi * const.epsilon_0) * 1e9      # eV nm
z = a0["depth"]
image = (eps_si - eps_ox) / (eps_si + eps_ox) * coul / (4 * eps_si * z)
kappa = np.sqrt(m_ox * barrier / HB2M)
slope2 = F0 * m_l / HB2M                                  # |psi'(0)|^2 at a hard wall
leak = slope2 * (m_ox / m_l)**2 / kappa**2 / (2 * kappa)
F_ox = F0 * eps_si / eps_ox
mean_barrier = barrier - F_ox * t_ox / 2
exponent = 2 * np.sqrt(m_ox * mean_barrier / HB2M) * t_ox

print(f"lattice constant {A} nm, one layer a/4 = {LAYER:.4f} nm")
print(f"bulk gap {gap:.3f} eV, split-off energy {split_off*1e3:.1f} meV")
print(f"valley minimum k0 = {fit.x:.4f} x 2pi/a = {K0:.3f} 1/nm")
print(f"masses: longitudinal {m_l:.3f} m0, transverse {m_t:.3f} m0")
print(f"8-layer slab, max level difference: turned k {turned:.1e} eV")
print(f"8-layer slab, max level difference: same k {unturned:.1e} eV")
print(f"silicon field {F0*10:.1f} MV/cm, slab {N0} layers = {N0*LAYER:.1f} nm")
print("dangling hybrid shift in main example 30 eV")
for j, r in enumerate((a0, a1, a2)):
    print(f"interface moved {j} layers: intravalley alpha {r['intra'][0]:.3f} ueV nm")
    print(f"interface moved {j} layers: intravalley beta {r['intra'][1]:.3f} ueV nm")
for j, r in enumerate((a0, a1)):
    for key in ("low", "high"):
        print(f"moved {j}, {key}er valley state: alpha {r[key][0]:.3f},"
              f" beta {r[key][1]:.3f} ueV nm")
print(f"valley splitting: moved 0 {a0['split']*1e3:.4f}, moved 1 {a1['split']*1e3:.4f} meV")
print(f"common energy shift per layer {(a1['E'][0]-a0['E'][0])*1e3:.4f} meV")
print(f"spin splittings at k = {k_small} 1/nm, lower valley state, ueV:")
for j in (0, 1):
    print(f"  moved {j}: [110] {measured[j,0]:.4f}, [1-10] {measured[j,1]:.4f}")
print(f"  linear formula, moved 0: [110] {linear[0]:.4f}, [1-10] {linear[1]:.4f}")
print(f"valley phase change: computed {np.degrees(np.angle(ratio)):.2f} deg,"
      f" -k0 a/2 = {np.degrees(np.angle(expected)):.2f} deg")
for name, r in (("32 layers", even), ("33 layers", odd)):
    print(f"no field, {name}: |alpha| {abs(r['intra'][0]):.3f},"
          f" |beta| {abs(r['intra'][1]):.3f} ueV nm")
for name, r in others.items():
    print(f"{name}: alpha {r[0]:.3f}, beta {r[1]:.3f} ueV nm")
print(f"dot length {1/k_dot:.0f} nm: [110] splitting {dot_split:.3f} ueV,"
      f" linear formula {dot_linear:.3f} ueV")
print(f"mean depth below last Si layer {z:.2f} nm")
print(f"image energy at that depth {image*1e3:.1f} meV")
print(f"image field / applied field {image/z/F0:.2f}")
print(f"rough oxide data: barrier {barrier} eV, mass {m_ox} m0, thickness {t_ox:.0f} nm")
print(f"rough permittivities: Si {eps_si}, oxide {eps_ox}")
print(f"probability inside oxide {leak:.1e}, decay length 1/kappa {1/kappa:.2f} nm")
print(f"oxide field {F_ox*10:.2f} MV/cm, tunnelling exponent {exponent:.0f}")
print(f"thermal energy at {T} K: {const.k*T/const.e*1e6:.2f} ueV")
print("tests ok")
```

It fails:

```
Traceback (most recent call last):
  File "check.py", line 158, in <module>
    assert 1.0 < gap < 1.25 and 0.78 < fit.x < 0.88 and 0.035 < split_off < 0.055
                                                        ^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Likely cause: The program read the split-off energy from the wrong level. The two lowest valence levels at the zone centre are the deep s-like pair, and the split-off pair comes next (zero-based index 2), but the program used index 1 and so measured the distance to the s-like pair. The index is now 2, and nothing else in the program is changed. The tested quantity (the spin-orbit splitting of the valence top), its range and all other tests and tolerances stay as they were; the tests after this point had not yet been reached.

Repair:

```diff
@@ -145,6 +145,6 @@
                       bounds=(0.7, 0.95), method="bounded", options={"xatol": 1e-7})
 K0, EC = fit.x * 2 * np.pi / A, fit.fun
-gamma = band(0 * axis)
-gap, split_off = EC - gamma[7], gamma[7] - gamma[2 - 1]
+gamma = band(0 * axis)           # levels 0,1: s-like; 2,3: split-off; 4-7: top
+gap, split_off = EC - gamma[7], gamma[7] - gamma[2]
 dk = 0.05
 
```

Output now:

```
lattice constant 0.5431 nm, one layer a/4 = 0.1358 nm
bulk gap 1.131 eV, split-off energy 47.2 meV
valley minimum k0 = 0.8133 x 2pi/a = 9.409 1/nm
masses: longitudinal 0.891 m0, transverse 0.201 m0
8-layer slab, max level difference: turned k 6.4e-14 eV
8-layer slab, max level difference: same k 2.8e-01 eV
silicon field 0.2 MV/cm, slab 96 layers = 13.0 nm
dangling hybrid shift in main example 30 eV
interface moved 0 layers: intravalley alpha 0.863 ueV nm
interface moved 0 layers: intravalley beta 2.945 ueV nm
interface moved 1 layers: intravalley alpha 0.863 ueV nm
interface moved 1 layers: intravalley beta -2.945 ueV nm
interface moved 2 layers: intravalley alpha 0.863 ueV nm
interface moved 2 layers: intravalley beta 2.945 ueV nm
moved 0, lower valley state: alpha 0.550, beta 35.857 ueV nm
moved 0, higher valley state: alpha 1.176, beta -29.968 ueV nm
moved 1, lower valley state: alpha 0.550, beta -35.857 ueV nm
moved 1, higher valley state: alpha 1.176, beta 29.968 ueV nm
valley splitting: moved 0 1.7307, moved 1 1.7307 meV
common energy shift per layer -2.7155 meV
spin splittings at k = 0.01 1/nm, lower valley state, ueV:
  moved 0: [110] 0.7062, [1-10] 0.7281
  moved 1: [110] 0.7281, [1-10] 0.7062
  linear formula, moved 0: [110] 0.7061, [1-10] 0.7282
valley phase change: computed -146.39 deg, -k0 a/2 = -146.39 deg
no field, 32 layers: |alpha| 0.000, |beta| 0.000 ueV nm
no field, 33 layers: |alpha| 0.000, |beta| 2.225 ueV nm
F=0.1 MV/cm: alpha 0.429, beta 1.489 ueV nm
F=0.3 MV/cm: alpha 1.302, beta 4.029 ueV nm
F=0.2 MV/cm, hybrid shift 10 eV: alpha 0.449, beta 1.969 ueV nm
dot length 10 nm: [110] splitting 7.127 ueV, linear formula 7.061 ueV
mean depth below last Si layer 1.87 nm
image energy at that depth 8.2 meV
image field / applied field 0.22
rough oxide data: barrier 3.1 eV, mass 0.4 m0, thickness 10 nm
rough permittivities: Si 11.7, oxide 3.9
probability inside oxide 2.5e-04, decay length 1/kappa 0.18 nm
oxide field 0.60 MV/cm, tunnelling exponent 108
thermal energy at 0.1 K: 8.62 ueV
tests ok
```
